# Raman depolarisation ratios of the A1 and T2 modes of gaseous SiCl4, part 1

(Sections cited here and not found follow in the second part.)

## From the molecular tensor to the ratios 0 and 3/4

A laser beam crosses silicon tetrachloride vapour, a precursor for silica and for silicon layers. A small part of the light leaves the beam with its frequency lowered by one of the vibrational frequencies of the molecule. If this light passes through a polarisation analyser, the lines respond differently when the analyser is turned. One line nearly disappears at one setting, while the others keep a large part of their intensity. The molecules point in all directions, so it is not obvious that any information about the shape of a vibration should survive. What survives is a ratio of two intensities, and for a tetrahedral molecule symmetry fixes its value.

Let the incident light travel along the laboratory axis $y$ with its electric field along $z$. Scattered light is collected along $x$. A dipole sends no light along its own axis, so the two polarisations seen along $x$ come from the induced dipole components $p_y$ and $p_z$. The depolarisation ratio is

$$
\rho=\frac{I(y)}{I(z)},
$$

where $I(A)$ is the intensity passed by an analyser set along $A$. The collection cone is at first taken to be infinitely narrow.

Hartree atomic units are used, in which a polarisability has the unit bohr³. Let $Q_k$ be the mass-weighted normal coordinates, zero at equilibrium. Far from electronic resonance the electrons follow the slow nuclei, and the polarisability can be expanded to first order in these coordinates:

$$
\alpha_{AB}(Q)=\alpha_{AB}(0)+\sum_k t^{(k)}_{AB}\,Q_k,\qquad
t^{(k)}_{AB}=\left.\frac{\partial\alpha_{AB}}{\partial Q_k}\right|_{0}.
$$

The tensor $t^{(k)}$ is real and symmetric in this regime. The incident field $E_z=E_0\cos\omega_L t$ induces the dipole $p_A=\alpha_{Az}E_z$. If the coordinate oscillates as $Q_k=q\cos(\omega_k t+\delta)$, the product of cosines gives

$$
\cos(\omega_L t)\cos(\omega_k t+\delta)
=\tfrac12\cos[(\omega_L-\omega_k)t-\delta]
+\tfrac12\cos[(\omega_L+\omega_k)t+\delta].
$$

The first term is the Stokes light. Its amplitude along $A$ is proportional to $t^{(k)}_{Az}$, with a factor that is the same for $A=y$ and $A=z$. The phase $\delta$ varies at random from molecule to molecule, so the intensities of different molecules add, not their amplitudes.

In quantum mechanics the same tensor appears in a transition amplitude. For a harmonic mode that starts in its ground state, $\langle1|Q_k|0\rangle=1/\sqrt{2\omega_k}$. Let $|i\rangle$ be the initial rotational state, and let $f$ run over all rotational states that belong to the vibrational band. The factor that depends on the frequency of the scattered light is taken as constant across the band. Since the final states form a complete set for the rotation,

$$
\sum_f\frac{|\langle f|t^{(k)}_{Az}|i\rangle|^2}{2\omega_k}
=\frac{\langle i|(t^{(k)}_{Az})^2|i\rangle}{2\omega_k}.
$$

Here $t^{(k)}_{Az}$ is an operator because it depends on the orientation of the molecule. Without an external field no direction in space is preferred, and the states that differ by orientation alone are equally populated. The expectation value then becomes an average over all orientations, written $\langle\cdots\rangle$. The final states of a degenerate vibration with different excited components are orthogonal, so their intensities add as well. Therefore

$$
I(A)\propto\sum_k\left\langle\left(t^{(k)}_{Az}\right)^2\right\rangle ,
$$

where the sum runs over the components of one degenerate mode. The statement concerns the whole band, with all its rotational structure.

The forms of the tensors come next. Place silicon at the origin and the four chlorine atoms in the directions

$$
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).
$$

The axes in this list are fixed to the molecule. With four equal chlorine isotopes, the equilibrium structure has the 24 symmetry operations of the group $T_d$. They fall into the classes $E$, $8C_3$, $3C_2$, $6S_4$ and $6\sigma_d$.

It is necessary to know which vibrations exist. An operation contributes to the character of all 15 displacements the number of atoms it leaves in place, times the trace of its $3\times3$ matrix. In the order of the classes, 5, 2, 1, 1 and 3 atoms stay in place, and the traces are $3,0,-1,-1,1$. The products are $15,0,-1,-1,3$. Translations have the characters $3,0,-1,-1,1$ and rotations $3,0,-1,1,-1$. Subtracting both leaves the vibrational characters

$$
\chi_{\rm vib}=(9,\,0,\,1,\,-1,\,3).
$$

The number of times a symmetry species occurs is the sum of the products of characters, weighted by the class sizes and divided by 24:

$$
n_{A_1}=\frac{9+0+3-6+18}{24}=1,
$$

$$
n_E=\frac{18+0+6+0+0}{24}=1,\qquad
n_{T_2}=\frac{27+0-3+6+18}{24}=2.
$$

These account for $1+2+2\times3=9$ coordinates, which is all of them. The $A_1$ mode, called $\nu_1$, is the breathing motion in which the four bonds stretch together. The $E$ mode is $\nu_2$, and the two $T_2$ modes are $\nu_3$ and $\nu_4$.

Let $S$ be the matrix of a symmetry operation. Applying it to a distorted molecule gives another distorted molecule, whose polarisability is the rotated or reflected tensor:

$$
\alpha(SQ)=S\,\alpha(Q)\,S^{\mathsf T}.
$$

Here $SQ$ denotes the transformed set of normal coordinates. This relation restricts each derivative tensor.

For the $A_1$ mode the coordinate does not change, so $t=StS^{\mathsf T}$ for every operation. Take the twofold rotation about $z$, with $S=\mathrm{diag}(-1,-1,1)$. It changes the signs of $t_{xz}$ and $t_{yz}$, which must therefore vanish. The twofold rotation about $x$ changes the sign of $t_{xy}$, which vanishes too. A threefold rotation about $(1,1,1)$ permutes the three axes cyclically and makes the diagonal elements equal. Hence

$$
t^{(A_1)}=a\begin{pmatrix}1&0&0\\0&1&0\\0&0&1\end{pmatrix}.
$$

The three coordinates of a $T_2$ mode can be chosen as $Q_x,Q_y,Q_z$, which transform like the components of a vector. Consider $Q_z$. The twofold rotation about $z$ leaves $Q_z$ unchanged, and as before this removes $t_{xz}$ and $t_{yz}$. The twofold rotation about $x$, with $S=\mathrm{diag}(1,-1,-1)$, reverses $Q_z$. The tensor must satisfy

$$
S\,t^{(z)}S^{\mathsf T}=-t^{(z)}.
$$

The diagonal elements keep their signs on the left, so they must be zero. The element $t_{xy}$ changes sign on the left, as required, and may be nonzero. With $b$ for its value,

$$
t^{(z)}=b\begin{pmatrix}0&1&0\\1&0&0\\0&0&0\end{pmatrix}.
$$

The threefold rotation gives the partners: $t^{(x)}$ has $b$ in its $yz$ and $zy$ positions, and $t^{(y)}$ has it in its $zx$ and $xz$ positions. Symmetry does not determine the size of $b$, which differs between $\nu_3$ and $\nu_4$.

These tensors are written in molecular axes, while the analyser is fixed in the laboratory. Let $R_{Ai}$ be the cosine of the angle between laboratory axis $A$ and molecular axis $i$. Then

$$
t^{\rm lab}_{AB}=\sum_{ij}R_{Ai}R_{Bj}\,t_{ij}.
$$

The matrix $R$ is orthogonal. Each row and each column is a unit vector, different rows are perpendicular to each other, and so are different columns.

The $A_1$ case needs no average. Inserting $t_{ij}=a\delta_{ij}$ gives

$$
t^{\rm lab}_{AB}=a\sum_iR_{Ai}R_{Bi}=a\,\delta_{AB}.
$$

Thus $t^{\rm lab}_{yz}=0$ and $t^{\rm lab}_{zz}=a$ for every orientation. With $a\neq0$,

$$
\boxed{\rho(A_1)=0.}
$$

The zero does not result from a cancellation between molecules. The breathing molecule responds like a sphere, and each induced dipole at the Stokes frequency lies along the incident field.

The $T_2$ case needs averages of products of four cosines. To shorten the notation, let $u_i=R_{zi}$ and $v_i=R_{yi}$. These are the components of the laboratory $z$ and $y$ directions in molecular axes. In an isotropic gas the unit vector $u$ is distributed uniformly over the sphere. On a sphere, equal intervals of one component cover equal areas, so $u_x$ is uniform between $-1$ and $1$:

$$
\langle u_x^4\rangle=\frac12\int_{-1}^{1}c^4\,dc=\frac15 .
$$

The mixed average follows from the length of $u$. Squaring $u_x^2+u_y^2+u_z^2=1$ produces three fourth powers and three distinct products, each with a factor 2. By isotropy,

$$
3\langle u_x^4\rangle+6\langle u_x^2u_y^2\rangle=1,
\qquad
\langle u_x^2u_y^2\rangle=\frac{1-3/5}{6}=\frac1{15}.
$$

Two further averages contain both $u$ and $v$. The second column of $R$ has unit length, so $\sum_A R_{Ay}^2=1$. Multiplication by $v_x^2=R_{yx}^2$ and averaging give $\langle v_x^2\rangle=1/3$ on the right. On the left, the term $A=y$ is $\langle v_x^2v_y^2\rangle=1/15$. The terms $A=x$ and $A=z$ are equal, because both laboratory axes are perpendicular to $y$ and a rotation about $y$ exchanges them up to a sign that the square removes. Therefore

$$
\frac1{15}+2\langle v_x^2u_y^2\rangle=\frac13,
\qquad
\langle v_x^2u_y^2\rangle=\frac2{15}.
$$

The first two columns are perpendicular, so $\sum_A R_{Ax}R_{Ay}=0$. Multiplying by $v_xv_y$ and averaging in the same way gives

$$
\frac1{15}+2\langle v_xv_yu_xu_y\rangle=0,
\qquad
\langle v_xv_yu_xu_y\rangle=-\frac1{30}.
$$

The negative sign is a consequence of perpendicularity: the directions $u$ and $v$ are not independent. A numerical quadrature over rotations gives 0.200000, 0.066667, 0.133333 and −0.033333 for the four averages, in agreement with these fractions.

For the tensor $t^{(z)}$, the two equal off-diagonal elements contribute to the parallel component:

$$
t^{\rm lab}_{zz}=b(u_xu_y+u_yu_x)=2b\,u_xu_y,
$$

$$
\left\langle(t^{\rm lab}_{zz})^2\right\rangle
=4b^2\langle u_x^2u_y^2\rangle=\frac{4b^2}{15}.
$$

The perpendicular component is

$$
t^{\rm lab}_{yz}=b(v_xu_y+v_yu_x).
$$

Its square has two square terms and one cross term with a factor 2. Isotropy makes the averages of the two square terms equal, so

$$
\left\langle(t^{\rm lab}_{yz})^2\right\rangle
=b^2\left(\frac2{15}+\frac2{15}-\frac2{30}\right)
=b^2\left(\frac4{15}-\frac1{15}\right)
=\frac{b^2}{5}.
$$

The partners $t^{(x)}$ and $t^{(y)}$ differ by a cyclic change of molecular labels, which does not alter an isotropic average. Summation over all three components multiplies both intensities by 3, and the factor cancels in the ratio:

$$
\boxed{\rho(T_2)=\frac{3b^2/5}{3(4b^2/15)}=\frac34.}
$$

The value is independent of $b$, so it is the same for $\nu_3$ and $\nu_4$, although their intensities differ.

The geometry of one molecule shows why the result is neither zero nor infinite. Consider the component $Q_z$. If the incident field lies along the molecular $x$ axis, the induced dipole points along molecular $y$, perpendicular to the field. If the field lies along $(1,1,0)$, the dipole is parallel to it. If the field lies along molecular $z$, this component gives no dipole at all. The average over orientations contains all such cases.

The average squared dipole, for unit field and with the common factor omitted, is $b^2/5$ along each of the two perpendicular laboratory axes and $4b^2/15$ along the field. Their sum is

$$
\frac{b^2}{5}+\frac{b^2}{5}+\frac{4b^2}{15}=\frac{2b^2}{3}.
$$

The field direction thus receives the fraction $(4/15)/(2/3)=2/5$ of the total, more than the one third that a dipole with no memory of the field would have. Each perpendicular direction receives $3/10$. The ratio of these fractions is again $3/4$. A random orientation of the molecules therefore does not make the scattered light unpolarised: the field that induces the dipole and the dipole itself are linked through the same molecular tensor.

For SiCl₄ with four equal chlorine isotopes, symmetry and the average over orientations fix the depolarisation ratio at 0 for the $A_1$ mode and at $3/4$ for both $T_2$ modes. What remains is a formula for general tensors, which also covers the $E$ mode, and an estimate of how far isotopes, the collecting lens, thermal bending and neighbouring molecules shift these ideal values.

Numbers in the example were calculated in double precision.
